\section*{Ghost-Atom Overhead of Message-Passing and Strictly Local Potentials in Domain Decomposition}

\section*{Problem}

A large molecular-dynamics cell is divided into cubic domains of edge $L$, one per process. Each process owns the atoms in its domain and also holds copies of nearby atoms owned by others. These copies are the ghost atoms. The number density $\rho$ is uniform on the scale of a domain.

Two machine-learned potentials are compared. Both write the energy as a sum of atomic energies $E_i$ and use a cutoff $r_c$.

\begin{itemize}
\item In the message-passing network, each atom carries features that initially depend on its species alone. In each of $T$ layers an atom receives messages from all atoms closer than $r_c$. The energy $E_i$ is read from the final features of atom $i$.
\item In the strictly local model, features belong to directed edges $(i,j)$ with $r_{ij}<r_c$. A layer updates the edge $(i,j)$ from edges $(i,k)$ with the same centre $i$, and $E_i$ is a sum over the edges of $i$.
\end{itemize}

Ghost positions are copied once per time step into a box-shaped halo. Forces computed on ghosts are sent back to their owners and added there (reverse communication). Lengths are in bohr and energies in Ry.

\begin{enumerate}
\item[(a)] What halo width suffices for each model?
\item[(b)] Estimate the number of ghosts per owned atom. Evaluate it for $\rho=0.008\ \mathrm{bohr}^{-3}$, $r_c=10$, $L=40$ and $T=3$.
\item[(c)] How does the ratio of the two overheads depend on $L$, and how large must a domain be for ghosts not to outnumber owned atoms?
\item[(d)] How much arithmetic is repeated, and what changes if the communication scheme is changed?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Halo width}

Let $h_i^{(t)}$ denote all features of atom $i$ after layer $t$. The initial $h_i^{(0)}$ depends on no other atom. Suppose $h_j^{(t-1)}$ depends only on atoms within $(t-1)r_c$ of $j$. Layer $t$ combines $h_i^{(t-1)}$ with the features and relative positions of neighbours $j$ at $r_{ij}<r_c$. For any atom $k$ that influences such a neighbour, the triangle inequality gives
\begin{equation}
r_{ik}\le r_{ij}+r_{jk}< r_c+(t-1)r_c=t\,r_c .
\end{equation}
By induction, $E_i$ depends only on atoms within $T r_c$. An owned atom may sit at the face of its domain, so the sufficient halo width is
\begin{equation}
w=T r_c .
\end{equation}
If the initial features already described the surroundings out to $r_c$, the same argument would give $(T+1)r_c$.

In the strictly local model, every edge that enters an update starts at the same atom $i$ and ends within $r_c$ of it. Further layers combine the same set of neighbours again and add no new ones. The halo width is therefore $r_c$ for any number of layers.

These widths also suffice for the forces. The force on atom $j$ is
\begin{equation}
\mathbf F_j=-\sum_i\frac{\partial E_i}{\partial \mathbf r_j}.
\end{equation}
Each process differentiates the energies of its owned atoms, which it knows correctly, with respect to owned and ghost positions. Reverse communication then completes the sum over $i$.

Equivariance does not enter the argument. It fixes how features transform under rotation, whereas the halo is fixed by which atoms are connected.

\subsection*{(b) Number of ghosts}

The domain and its halo form a cube of edge $L+2w$, because the halo is added on both sides. At uniform density,
\begin{equation}
\frac{N_{\rm owned}+N_{\rm ghost}}{N_{\rm owned}}
=\frac{\rho(L+2Tr_c)^3}{\rho L^3}
=\left(1+\frac{2Tr_c}{L}\right)^3 .
\end{equation}
The cube is thus the \emph{total} count per owned atom. The ghost overhead is smaller by one:
\begin{equation}
G_T=\left(1+\frac{2Tr_c}{L}\right)^3-1=3y+3y^2+y^3,
\qquad y=\frac{2Tr_c}{L}.
\label{eq:G}
\end{equation}
The three terms come from the slabs on the faces, the bars along the edges and the blocks at the corners. The strictly local model has overhead $G_1$.

In the example the domain owns on average $0.008\times40^3=512$ atoms. For three message-passing layers $y=60/40=1.5$, and for the local model $y=20/40=0.5$:
\begin{align}
G_3&=4.5+6.75+3.375=14.625, & N_{\rm ghost}&=7488,\\
G_1&=1.5+0.75+0.125=2.375, & N_{\rm ghost}&=1216 .
\end{align}
Message passing needs $14.625/2.375\approx6.2$ times as many ghosts. The ratio of total atom counts is lower, $15.625/3.375\approx4.6$, since the owned atoms are common to both. Counting atoms in a slightly disordered lattice, averaged over domain positions, gives total ratios of 15.60 and 3.37.

\paragraph{How generous is the box?}
A halo that keeps only atoms within $w$ of the domain has rounded edges and corners. Its volume, domain included, consists of the cube, six slabs, twelve quarter-cylinders and eight octants of a sphere:
\begin{equation}
V=L^3+6L^2w+12\,\frac{\pi w^2}{4}L+8\,\frac{1}{8}\,\frac{4\pi w^3}{3}
=L^3+6L^2w+3\pi Lw^2+\frac{4\pi}{3}w^3 .
\end{equation}
The slab term is the same as for the box, so rounding does not help large domains at leading order. In the example, $V/L^3$ is 12.57 instead of 15.63 for $T=3$.

The atoms that can actually influence the domain are fewer still. Each hop must end on an atom, so three hops cover the full distance $3r_c$ only if atoms happen to lie in a line at spacings close to $r_c$. For one domain of the test lattice, the set reached in three hops, owned atoms included, is 8.25 times the owned number, and the set reached in one hop is 2.45 times. A ghost list built from the neighbour graph would thus hold $7.25$ and $1.45$ ghosts per owned atom. Both are well below the box values, and their ratio is about 5. These figures belong to this domain of this lattice: its spacing is $r_c/2$, so one neighbour shell lies on the cutoff and the disorder decides which of its bonds count. Another structure or cutoff would give other values.

\subsection*{(c) Dependence on domain size}

Let $x=2r_c/L$, so that $y=Tx$ for message passing. Taking the common factor out of each overhead gives
\begin{equation}
R=\frac{G_T}{G_1}
=\frac{Tx\,(3+3Tx+T^2x^2)}{x\,(3+3x+x^2)}
=T\,\frac{P}{Q},
\end{equation}
with $P=3+3Tx+T^2x^2$ and $Q=3+3x+x^2$. The sign of $dR/dx$ is that of $P'Q-PQ'$, where
\begin{align}
P'Q&=(3T+2T^2x)(3+3x+x^2)\notag\\
&=9T+(9T+6T^2)x+(3T+6T^2)x^2+2T^2x^3,\\
PQ'&=(3+3Tx+T^2x^2)(3+2x)\notag\\
&=9+(6+9T)x+(6T+3T^2)x^2+2T^2x^3 .
\end{align}
The cubic terms cancel in the difference:
\begin{equation}
P'Q-PQ'=9(T-1)+6(T^2-1)x+3T(T-1)x^2>0\qquad(T>1).
\end{equation}
Hence $R$ rises steadily as domains shrink. Its limits are
\begin{equation}
R\to T\quad(L\gg 2Tr_c),\qquad R\to T^3\quad(L\ll 2r_c).
\end{equation}
For large domains the halo is a thin skin whose volume is proportional to its width. For very small domains it is nearly the whole cube of edge $2w$.

\begin{center}
\begin{tabular}{rrrr}
\hline
$L$ (bohr) & $G_1$ & $G_3$ & $G_3/G_1$\\
\hline
10 & 26.0 & 342 & 13.2\\
20 & 7.00 & 63.0 & 9.0\\
40 & 2.38 & 14.6 & 6.2\\
80 & 0.95 & 4.36 & 4.6\\
160 & 0.42 & 1.60 & 3.8\\
320 & 0.20 & 0.67 & 3.4\\
\hline
\end{tabular}
\end{center}

The table lies between the limits 3 and 27 and reaches neither. At $L=10$ a domain owns only about $0.008\times10^3=8$ atoms, and the ratio is still only about half of $T^3$. A penalty of $T^3$ at fixed $L$ is therefore a formal limit here, not a working estimate. In the first two rows the three-layer halo is also wider than a domain ($w>L$), so its ghosts come from 342 and 124 domains rather than the 26 adjacent ones, and the single copy must reach or be relayed beyond the nearest processes.

Ghosts equal owned atoms when $G_T=1$, that is, when
\begin{equation}
\left(1+\frac{2Tr_c}{L}\right)^3=2
\quad\Longrightarrow\quad
L_{=}=\frac{2Tr_c}{2^{1/3}-1}.
\end{equation}
This edge is proportional to $T$, so the number of atoms in the domain, $\rho L_{=}^3$, is proportional to $T^3$. The local model needs $L_{=}=76.9$ bohr (40.7~\AA) and about 3600 atoms per domain. Three message-passing layers need $230.8$ bohr (122.2~\AA) and about 98\,000 atoms. Here the factor $T^3=27$ holds at any density and cutoff: at equal relative overhead, a given system can be spread over 27 times fewer domains. This is how the wide halo restricts strong scaling, in which a fixed system is divided among ever more processes, when ghosts are exchanged once per step and the overhead is measured by the ghost count. Part (d) shows that the repeated work and other exchange schemes behave differently.

\subsection*{(d) Repeated arithmetic and other communication schemes}

\paragraph{Node updates.}
A ghost does not have to pass through every layer. After layer $t$ there remain $T-t$ layers, so by the argument of part (a) the features $h^{(t)}$ are needed only within $(T-t)r_c$ of the domain. The number of node updates, relative to the $T$ updates per owned atom that cannot be avoided, is
\begin{equation}
W=\frac1T\sum_{t=1}^{T}\left(1+\frac{2(T-t)r_c}{L}\right)^3 .
\end{equation}
For the example,
\begin{equation}
W=\frac{2^3+1.5^3+1^3}{3}=\frac{8+3.375+1}{3}=4.125 .
\end{equation}
An implementation that updates all ghosts in all layers has the factor 15.625 instead. The strictly local model evaluates edges centred on owned atoms and repeats none of them on another process, so its factor is 1. Its ghosts supply only positions and species. These factors count updates. They do not compare run times, because the cost of a node update differs from that of an edge update.

\paragraph{Exchange after each layer.}
The width $Tr_c$ belongs to the scheme with a single exchange. If the owners send updated features after each intermediate layer, layer $t$ finds correct values of $h^{(t-1)}$ on all neighbours in a halo of width $r_c$. Message passing then has overhead $G_1$ and repeats no node updates. The price is $T$ successive exchanges instead of one: positions first, then features $T-1$ times. In the example this makes $3\times2.375=7.125$ records per owned atom, against 14.625 for the wide halo, but a feature record may be much longer than a position, and each exchange adds its latency. By the chain rule, the derivatives needed for forces must pass back through the same stages.

\paragraph{No reverse communication.}
A process that must find the full force on its own atoms needs every $E_i$ that depends on them. Those atoms $i$ lie up to $Tr_c$ outside the domain, and their energies depend on atoms another $Tr_c$ away. The safe width doubles to $2Tr_c$. For the example the total count becomes $(1+120/40)^3=64$ per owned atom, against $(1+40/40)^3=8$ for the local model.

\subsection*{Numerical check of the widths}

The dependence arguments were tested on two small networks with vector features, rotation-invariant energies and fixed, untrained weights. Owned-atom energies in a truncated halo were compared with those in a block of edge 130 bohr, which contains every atom they can depend on; the numerical output lists the results. With three message-passing layers, the largest error is $5.7\times10^{-3}$ Ry for a halo of 10 bohr and $4.1\times10^{-6}$ Ry for 20 bohr. It falls to rounding level at 30 bohr. The three-layer local network is already at rounding level at 10 bohr. The shrinking layer regions and the layerwise exchange also reproduce the reference energies to rounding.

For two message-passing layers without reverse communication, a halo of $Tr_c=20$ bohr gives an error of $5.0\times10^{-5}$ Ry/bohr in a force component of $4.2\times10^{-3}$ Ry/bohr, about 1\%. This is one component of one atom, the owned atom nearest the centre of a face, and it is a mild case: for nine other atoms near faces and corners the error of the force vector lies between 1\% and 9\% of its length. A halo of $2Tr_c=40$ bohr removes the error.

The small energy error of the three-layer network at 20 bohr shows that distant atoms can matter little even when they are formally required. How little depends on the weights and on how smoothly the messages vanish at $r_c$, among other things, so a trained potential would need its own test before its halo was narrowed. A narrowed halo would also make the energy of an atom depend on where the domain boundaries lie.

The estimate assumes bulk material. At surfaces, pores or strong density variations the ghosts must be counted, and the slowest domain sets the pace. If the periodic cell is narrower than $L+2w$, the count includes periodic images, so one atom may appear as several ghosts. Any margin added so that neighbour lists can be reused over several steps increases $w$ for both models. The comparison also says nothing about accuracy: the wider reach that costs ghosts lets $E_i$ depend on atoms beyond $r_c$. In the strictly local model two atoms enter the same $E_i$ only if both lie within $r_c$ of atom $i$, so its energy couples atoms at most $2r_c$ apart, against $2Tr_c$ for message passing.

\section*{Values computed for the example and the checks}
\begin{verbatim}
density = 0.0080 bohr^-3; cutoff = 10.0 bohr
domain edge = 40.0 bohr; layers T = 3
expected owned atoms = 512
mean counted owned atoms = 512.7
halo 10 bohr: total/owned formula 3.375, counted 3.370
  ghosts/owned = 2.375; expected ghosts = 1216
  rounded halo total/owned: formula 3.154, counted 3.151
  central domain, 1-hop set/owned = 2.450
halo 20 bohr: total/owned formula 8.000, counted 7.990
  ghosts/owned = 7.000; expected ghosts = 3584
  rounded halo total/owned: formula 6.880, counted 6.872
  central domain, 2-hop set/owned = 4.827
halo 30 bohr: total/owned formula 15.625, counted 15.603
  ghosts/owned = 14.625; expected ghosts = 7488
  rounded halo total/owned: formula 12.569, counted 12.550
  central domain, 3-hop set/owned = 8.254
total-atom ratio, T=3 to local = 4.630
ghost-atom ratio, T=3 to local = 6.158
node-update factor W: formula 4.125, counted 4.120
edge 10 bohr: ghosts/owned local 26.000, T=3 342.000, ratio 13.15
edge 20 bohr: ghosts/owned local 7.000, T=3 63.000, ratio 9.00
edge 40 bohr: ghosts/owned local 2.375, T=3 14.625, ratio 6.16
edge 80 bohr: ghosts/owned local 0.953, T=3 4.359, ratio 4.57
edge 160 bohr: ghosts/owned local 0.424, T=3 1.600, ratio 3.77
edge 320 bohr: ghosts/owned local 0.199, T=3 0.675, ratio 3.38
ghosts = owned, T=1: edge 76.9 bohr = 40.7 angstrom, atoms 3645
ghosts = owned, T=3: edge 230.8 bohr = 122.2 angstrom, atoms 98406
largest owned-energy errors of the toy networks, in Ry:
  message passing T=3, halo 10 bohr: 5.7e-03
  message passing T=3, halo 20 bohr: 4.1e-06
  message passing T=3, halo 30 bohr: 2.2e-16
  strictly local, 3 layers, halo 10 bohr: 1.1e-16
  strictly local, 3 layers, halo 5 bohr: 2.6e-02
  shrinking layer regions: 2.2e-16; one cutoff too small: 2.8e-01
  features exchanged each layer, halo 10 bohr: 1.1e-16
force tests for T=2, in Ry/bohr:
  partial forces, halo 20 bohr, error: 5.2e-18
  full force component on one atom: 4.243e-03
  no reverse communication, halo 20 bohr, error: 5.0e-05
  no reverse communication, halo 40 bohr, error: 0.0e+00
\end{verbatim}
